# The area term that keeps J path independent in thermal stress

## Result

A crack lies along the \(x_1\) axis in a homogeneous elastic solid whose temperature varies from place to place. Let \(\Gamma\) run counterclockwise around one tip, from the lower crack face to the upper, and let \(A\) be the region that \(\Gamma\) and the faces enclose. Then

\[
J_{\rm tip}=\int_\Gamma\left(Wn_1-\sigma_{ij}n_ju_{i,1}\right)ds+\int_A\alpha\,\sigma_{kk}\,\Theta_{,1}\,dA \tag{1}
\]

has the same value for every such \(\Gamma\). The first integral, written \(J_\Gamma\), is the usual contour integral and by itself generally depends on the path when the temperature varies along \(x_1\).

Here \(u_i\) is the displacement, \(\sigma_{ij}\) the stress, \(\alpha\) the linear expansion coefficient, \(\Theta\) the temperature measured from a uniform reference, and \(n_i\) the normal pointing out of \(A\). A comma denotes a derivative, repeated indices are summed, and energies are per unit thickness. The total strain \(\varepsilon_{ij}=\tfrac12(u_{i,j}+u_{j,i})\) splits into a thermal and an elastic part:

\[
e_{ij}=\varepsilon_{ij}-\alpha\Theta\delta_{ij},\qquad \sigma_{ij}=C_{ijkl}e_{kl},\qquad W=\tfrac12\sigma_{ij}e_{ij}.
\]

The assumptions are small strain, equilibrium without body force (\(\sigma_{ij,j}=0\)), moduli \(C_{ijkl}\) and \(\alpha\) that depend on neither position nor temperature, isotropic expansion, and straight crack faces free of traction. In plane strain the trace \(\sigma_{kk}\) includes \(\sigma_{33}\); in plane stress \(\sigma_{33}=0\).

## First derivation: a local balance

\(W\) depends on position through the elastic strain alone, and \(\partial W/\partial e_{ij}=\sigma_{ij}\). Therefore

\[
W_{,1}=\sigma_{ij}e_{ij,1}=\sigma_{ij}u_{i,j1}-\alpha\sigma_{kk}\Theta_{,1}, \tag{2}
\]

where the symmetry of \(\sigma_{ij}\) allows \(\varepsilon_{ij,1}\) to be replaced by \(u_{i,j1}\). Equilibrium gives

\[
(\sigma_{ij}u_{i,1})_{,j}=\sigma_{ij,j}u_{i,1}+\sigma_{ij}u_{i,1j}=\sigma_{ij}u_{i,1j}. \tag{3}
\]

Subtracting (3) from (2) leaves

\[
\left(W\delta_{1j}-\sigma_{ij}u_{i,1}\right)_{,j}=-\alpha\sigma_{kk}\Theta_{,1}. \tag{4}
\]

At uniform temperature the right side vanishes and \(J_\Gamma\) is path independent. A temperature gradient along the crack acts as a distributed source.

Integrate (4) over the region between \(\Gamma\) and a small circle \(\Gamma_\epsilon\) around the tip. The crack faces contribute nothing, since there \(n_1=0\) and \(\sigma_{ij}n_j=0\). On \(\Gamma_\epsilon\) the outward normal of this region points toward the tip, opposite to the normal used in \(J_{\Gamma_\epsilon}\), so

\[
J_\Gamma-J_{\Gamma_\epsilon}=-\int_{A-A_\epsilon}\alpha\sigma_{kk}\Theta_{,1}\,dA. \tag{5}
\]

Now let the circle shrink. Near the tip the stress grows as \(r^{-1/2}\). With a bounded gradient the integrand times \(r\,dr\) behaves as \(r^{1/2}dr\), so the area integral converges and \(J_{\Gamma_\epsilon}\) has a limit, \(J_{\rm tip}\). This is (1). If the crack blocks the heat flow, the gradient may itself grow as \(r^{-1/2}\); the integrand then goes as \(r^{-1}\), which is still integrable in the plane.

The chain rule also shows what changes under weaker assumptions. For anisotropic expansion, \(\alpha\sigma_{kk}\) becomes \(\alpha_{ij}\sigma_{ij}\). If expansion varies with temperature, \(\alpha\) is the local slope of thermal strain against temperature. If the moduli vary with temperature, (2) gains \((\partial W/\partial\Theta)_e\Theta_{,1}\), and this must be subtracted from the area integrand in (1).

A bonded interface parallel to the crack and away from the tip adds nothing: there \(n_1=0\), and both the traction and \(u_{i,1}\) are continuous across it. At an interface perpendicular to the crack \(n_1\ne0\), and the jump generally contributes, so (1) cannot be carried unchanged across a film–substrate boundary that the crack approaches head-on.

## Second derivation: energy delivered to a moving tip

Let the tip advance straight ahead, its position being \(l\). A dot denotes \(d/dl\) at a fixed material point. The region \(A\) stays fixed in the material. The energy reaching the tip per unit advance is the work done on \(A\) minus the growth of its stored energy, with the part of that growth caused by heating alone excluded. Since \((\partial W/\partial\Theta)_\varepsilon=-\alpha\sigma_{kk}\),

\[
G=\int_\Gamma\sigma_{ij}n_j\dot u_i\,ds-\frac{d}{dl}\int_AW\,dA-\int_A\alpha\sigma_{kk}\dot\Theta\,dA. \tag{6}
\]

For a region without a tip this expression is zero: the boundary work equals \(\int\sigma_{ij}\dot\varepsilon_{ij}dA\), while \(\dot W=\sigma_{ij}\dot\varepsilon_{ij}-\alpha\sigma_{kk}\dot\Theta\). Enlarging \(A\) therefore leaves \(G\) unchanged. Path independence is here the statement that the bulk dissipates no mechanical energy.

To evaluate (6), let \(D\) be the derivative with respect to \(l\) at a fixed position relative to the tip. A point that keeps pace with the tip moves through the material, so \(Df=\dot f+f_{,1}\). Seen from the tip, the boundary \(\Gamma\) moves backward at unit rate, and hence

\[
\frac{d}{dl}\int_AW\,dA=\int_ADW\,dA-\int_\Gamma Wn_1\,ds. \tag{7}
\]

This form is needed because \(\dot W\) contains \(W_{,1}\), which grows as \(r^{-2}\), whereas \(DW\) grows as \(r^{-1}\) and is integrable. The chain rule gives

\[
DW=\sigma_{ij}(Du_i)_{,j}-\alpha\sigma_{kk}(\dot\Theta+\Theta_{,1}).
\]

By equilibrium the first term integrates to \(\int_\Gamma\sigma_{ij}n_jDu_i\,ds\). A small circle around the tip adds nothing, because traction times length vanishes as \(r^{1/2}\) for the part of \(Du_i\) that is constant at the tip, and faster for the rest. Inserting this, (7) and \(\dot u_i=Du_i-u_{i,1}\) into (6),

\[
\begin{aligned}
G={}&\int_\Gamma\sigma_{ij}n_j(Du_i-u_{i,1})ds-\int_\Gamma\sigma_{ij}n_jDu_i\,ds+\int_\Gamma Wn_1ds\\
&+\int_A\alpha\sigma_{kk}(\dot\Theta+\Theta_{,1})dA-\int_A\alpha\sigma_{kk}\dot\Theta\,dA .
\end{aligned}
\]

The terms in \(Du_i\) and \(\dot\Theta\) cancel, leaving \(G=J_\Gamma+\int_A\alpha\sigma_{kk}\Theta_{,1}dA=J_{\rm tip}\). The area term appears because a tip that moves through a fixed temperature field meets new temperatures at the rate \(\Theta_{,1}\).

## What each derivation assumes

Both need a bulk that stores energy elastically, equilibrium, homogeneous properties and traction-free straight faces. Plastic flow that unloads along a different path breaks both.

The first uses a single equilibrium state. It does not ask whether the crack can grow, and (5) holds without any knowledge of the tip field; the singularity matters only for the limit. It does not say what \(J_{\rm tip}\) means.

The second needs a family of equilibrium states, straight growth, and a tip field that keeps its form as the tip moves. In return it identifies \(J_{\rm tip}\) as the energy release rate. That remains true when growth alters the temperature field, provided the heating term in (6) is kept.

## The same value from another energy density

In plane stress one may use the thermoelastic free energy without the part that depends on temperature alone,

\[
W_F=\tfrac12\varepsilon_{ij}C_{ijkl}\varepsilon_{kl}-\frac{E\alpha}{1-\nu}\Theta\varepsilon_{kk},
\]

with in-plane indices, plane-stress moduli, Young's modulus \(E\) and Poisson's ratio \(\nu\). Expanding \(W=\tfrac12(\varepsilon-\alpha\Theta\delta):C:(\varepsilon-\alpha\Theta\delta)\) gives the same two terms plus \(\tfrac12\alpha^2\Theta^2\,\delta:C:\delta\). Since \(\delta:C:\delta=2E/(1-\nu)\),

\[
W=W_F+\frac{E\alpha^2\Theta^2}{1-\nu}.
\]

Hooke's law gives \(\varepsilon_{kk}=(1-\nu)\sigma_{kk}/E+2\alpha\Theta\), so

\[
\frac{E\alpha}{1-\nu}\varepsilon_{kk}\Theta_{,1}=\alpha\sigma_{kk}\Theta_{,1}+\left(\frac{E\alpha^2\Theta^2}{1-\nu}\right)_{,1}.
\]

The last term integrates to exactly what the contour integral loses when \(W\) is replaced by \(W_F\). With \(W_F\) the area term must therefore contain the strain trace; with \(W\), the stress trace. Mixing them generally gives a wrong result.

## A crack with a known field

Consider a long thin plate, \(|X|<b\), with a hot middle and cool edges:

\[
\Theta=\Delta T\left(\frac13-\frac{X^2}{b^2}\right).
\]

Without a crack, \(\varepsilon_{22}=0\) and \(\sigma_{11}=\sigma_{12}=0\) satisfy equilibrium and compatibility, so \(\sigma_{22}=-E\alpha\Theta\). Its integral and its moment over the width vanish, as free ends far away require. A crack of half-length \(a\) is centred at \(X=c\). With \(x=X-c\) the uncracked stress on its line is \(p(x)=p_0+p_1x+p_2x^2\), where

\[
p_0=E\alpha\Delta T\left(\frac{c^2}{b^2}-\frac13\right),\quad p_1=\frac{2cE\alpha\Delta T}{b^2},\quad p_2=\frac{E\alpha\Delta T}{b^2}.
\]

Heat flows parallel to the crack, so the crack does not disturb the temperature. The crack adds a field that cancels \(p\) on its faces. For any analytic \(Z(z)\), \(z=x+iy\), the stresses

\[
\sigma_{11}={\rm Re}Z-y\,{\rm Im}Z',\quad \sigma_{22}={\rm Re}Z+y\,{\rm Im}Z',\quad \sigma_{12}=-y\,{\rm Re}Z'
\]

satisfy equilibrium, and their trace \(2{\rm Re}Z\) is harmonic, as compatibility requires. Take

\[
Z=\frac{q(z)}{\sqrt{z^2-a^2}}-p(z),\quad q=p_0z+p_1\left(z^2-\frac{a^2}{2}\right)+p_2\left(z^3-\frac{a^2z}{2}\right).
\]

On the crack the root is imaginary, so \({\rm Re}Z=-p\) and the faces are free. Since \(q\) is the polynomial part of \(p\sqrt{z^2-a^2}\), \(Z\) falls off as \(z^{-2}\) in an infinite plate. At distance \(r\) ahead of the right tip \(Z\approx q(a)/\sqrt{2ar}\). Equating this to \(K/\sqrt{2\pi r}\) gives the stress intensity factor

\[
K=\sqrt{\frac{\pi}{a}}\,q(a)=\sqrt{\pi a}\left(p_0+\frac{p_1a}{2}+\frac{p_2a^2}{2}\right). \tag{8}
\]

The vertical displacement is \(Eu_2=2\,{\rm Im}\hat Z-(1+\nu)y\,{\rm Re}Z\) with \(\hat Z'=Z\); its \(y\) derivative reproduces \(\sigma_{22}-\nu\sigma_{11}\). Integrating \(Z\) gives the crack opening

\[
\delta(x)=\frac4E\sqrt{a^2-x^2}\left[p_0+\frac{p_1x}{2}+p_2\left(\frac{x^2}{3}+\frac{a^2}{6}\right)\right].
\]

At distance \(r\) behind the tip this becomes \(\delta\approx(8K/E)\sqrt{r/2\pi}\). The energy released by a small advance \(h\) is the work needed to close it again:

\[
G=\lim_{h\to0}\frac1h\int_0^h\frac12\frac{K}{\sqrt{2\pi r}}\frac{8K}{E}\sqrt{\frac{h-r}{2\pi}}\,dr=\frac{2K^2}{\pi E}\cdot\frac{\pi}{2}=\frac{K^2}{E}.
\]

**Small contours.** The singular part of the trace is \(2K\cos(\theta/2)/\sqrt{2\pi r}\). The constant part at the tip is \(-2p(a)\) from \(Z\) plus \(p(a)\) from the uncracked plate. Integrating both over a circle of radius \(R\) gives

\[
J_\Gamma-J_{\rm tip}\approx-\alpha\Theta_{,1}\left[\frac{16KR^{3/2}}{3\sqrt{2\pi}}-\pi p(a)R^2\right]. \tag{9}
\]

## Numbers for a PbTe plate

The example is a freestanding (111) PbTe substrate during vapour epitaxy near 500 K. The rough typical inputs are \(C_{11},C_{12},C_{44}=108,8,13\) GPa and \(\alpha=20\times10^{-6}\) K\(^{-1}\). The elastic constants are room-temperature values; with a modulus slope of \(-5\times10^{-4}\) K\(^{-1}\), \(E\), \(K\) and \(J_{\rm tip}\) would all be about 10% lower at 500 K, so the digits below test (1) rather than describe the material. PbTe is strongly anisotropic, but a cubic crystal has

\[
\frac1{E(\mathbf m)}=s_{11}-2\left(s_{11}-s_{12}-\tfrac12s_{44}\right)(m_1^2m_2^2+m_2^2m_3^2+m_3^2m_1^2),
\]

where \(s_{ij}\) are the compliances and \(\mathbf m\) is a unit vector. In the (111) plane \(m_1+m_2+m_3=0\), so the last bracket is \(1/4\) for every direction. Rotating the full compliance tensor to several in-plane angles left the other in-plane entries unchanged too. The isotropic plane-stress solution thus applies to a thin plate, with \(E=42.4\) GPa and \(\nu=0.23\); along [100] the modulus would be 107 GPa. In-plane stress in this cut also produces out-of-plane shear strain. It is not small: under uniaxial stress the engineering shear strain is 0.57 of the axial strain. Its effect is neglected here, so the isotropic field should not be relied on within about a plate thickness of the tip.

With \(\Delta T=10\) K, \(b=25\) mm, \(c=17.5\) mm and \(a=1.5\) mm, \(E\alpha\Delta T=8.48\) MPa. Equation (8) gives

\[
K=\sqrt{\pi(0.0015\ {\rm m})}\,(1.329+0.356+0.015)\ {\rm MPa}=0.117\ {\rm MPa\,m^{1/2}},
\]

and \(J_{\rm tip}=K^2/E=0.321\) J/m². The opening is positive along the whole crack, so the faces do not touch.

Circles around the right tip give, in J/m²:

| \(R\) (mm) | Contour | Area term | Sum |
|---|---|---|---|
| 0.10 | 0.3236 | −0.0024 | 0.3212 |
| 0.50 | 0.3449 | −0.0237 | 0.3212 |
| 1.00 | 0.3923 | −0.0711 | 0.3212 |
| 2.00 | 0.5838 | −0.2627 | 0.3212 |

The temperature falls toward the edge, at 0.61 K/mm at the tip, and the area-weighted stress trace is tensile. The area term is therefore negative, and the bare contour integral overstates \(J_{\rm tip}\), by 22% at 1 mm and 82% at 2 mm. An irregular contour gives \(0.4605-0.1393=0.3212\).

An independent value comes from energy. Removing the stress \(p\) from the crack line releases \(\tfrac12\int p\,\delta\,dx\). Differentiating this numerically as the right tip alone moves gives 0.3212 J/m². The free-energy form at \(R=1\) mm gives \(0.1862+0.1350=0.3212\): its area term even has the opposite sign, yet the sum agrees.

At \(R=1\) µm the excess is 0.974 of the first term in (9). The second term accounts for the shortfall: with \(p(a)=2.07\) MPa it lowers the ratio by 0.026.

**The real plate.** Plane stress fails within about half the thickness of the tip, here 0.25 mm for a plate 0.5 mm thick. On a circle of that radius the area term is 2.7% of \(J_{\rm tip}\) in magnitude; at 1 mm it is 22% and cannot be left out. The nearby free edge is neglected. Its relative effect on \(K\) scales as \((a/d)^2=0.04\), with \(d\) the distance from crack centre to edge. For a uniform load the coefficient is one quarter next to the edge of a half-plane and about 0.37 in this strip, whose free ends let it bend. With the actual stress profile the edges raise \(K\) by about 1.3% and \(J_{\rm tip}\) by about 2.6%. For an assumed modulus slope of \(-5\times10^{-4}\) K\(^{-1}\), the extra area term at 2 mm is below 0.1% of \(J_{\rm tip}\).

Plasticity is the more serious limit. With a rough flow stress of 10 MPa the plane-stress field reaches yield about 20 µm ahead of the tip, and the plastic zone would extend roughly twice as far. Straight ahead this is likely an overestimate, because so close to the tip the interior of the plate is nearer to plane strain, which delays yield there. To the sides the isotropic elastic field reaches von Mises yield farther out, at roughly 34 µm in plane stress and 23 to 25 µm in plane strain. The lower value uses the through-thickness ratio \(\sigma_{33}/(\sigma_{11}+\sigma_{22})=0.36\) of this cut instead of \(\nu=0.23\). The Tresca criterion gives about 38 and 31 µm. Even so, the zone is small beside contours of 0.5 mm or more, but the largest uncracked plate stress is already 0.57 of the flow stress. Linear scaling would bring \(K\) to a rough toughness of 0.3 MPa m\(^{1/2}\) at \(\Delta T\approx26\) K. By then the edge stress would be about 1.5 times the flow stress, so the edge would yield first and 26 K is not a prediction of cracking. PbTe also cleaves on {100} planes, none of which is perpendicular to a (111) plate, so the straight perpendicular crack assumed here is not a cleavage crack. Slow creep at 500 K, not modelled here, could also relax the stress. The solution also requires the plate to stay flat. For a long free strip with this stress profile and no crack, thin-plate theory puts buckling, in the long-wavelength mode that appears first, at a central compression of about 11 MPa; here the compression is 2.8 MPa. The 44 MPa in the numerical output assumes a supported band and overstates the margin.

## Values computed for the example and the checks

```
PbTe inputs (rough typical values)
C11, C12, C44 = 108, 8, 13 GPa
expansion coefficient = 20 1e-6/K
thermal conductivity = 2.0 W/(m K)
toughness = 0.30 MPa m^0.5
flow stress = 10 MPa
relative modulus slope = -5.0e-04 1/K
relative expansion slope = 3.0e-04 1/K
temperature of use = 500 K, centre-edge dT = 10 K
half-width b = 25.0 mm, thickness = 0.5 mm
crack centre c = 17.5 mm, half-length a = 1.5 mm
Derived quantities
(111) in-plane Young modulus = 42.40 GPa
(111) in-plane Poisson ratio = 0.2285
Young modulus along [100] = 106.9 GPa
E alpha dT = 8.480 MPa
p0 = 1.3285 MPa
p1 = 0.4749 MPa/mm
p2 = 0.01357 MPa/mm^2
uncracked stress at left tip = 0.647 MPa
uncracked stress at right tip = 2.071 MPa
temperature gradient at right tip = -0.6080 K/mm
largest crack opening = 195.0 nm
K at right tip = 0.1167 MPa m^0.5
J_tip = K^2/E = 0.32117 J/m^2
energy release rate by differentiation = 0.32117 J/m^2
K/toughness = 0.389
dT at which K reaches toughness = 25.7 K
Contour | area term | sum (J/m^2) | contour excess (%)
circle R=0.10 mm: 0.32357 | -0.00240 | 0.32117 | 0.75
circle R=0.25 mm: 0.32988 | -0.00871 | 0.32117 | 2.71
circle R=0.50 mm: 0.34485 | -0.02368 | 0.32117 | 7.37
circle R=1.00 mm: 0.39228 | -0.07111 | 0.32117 | 22.14
circle R=2.00 mm: 0.58382 | -0.26265 | 0.32117 | 81.78
irregular contour: 0.46052 | -0.13934 | 0.32117 | 43.39
Free-energy form, circle R=1.00 mm (J/m^2)
contour 0.18615 | area 0.13502 | sum 0.32117
excess/small-radius law at R=1 um = 0.9744
Neglected effects
free edge, (a/distance to edge)^2 = 0.040
3D zone at tip, half thickness = 0.25 mm
plastic zone size = 21.7 um
largest plate stress/flow stress = 0.57
modulus-gradient area term, R=2 mm = -0.077 %
modulus change over dT = -0.50 %
expansion change over dT = 0.30 %
net heating to hold the profile = 32.0 W/m^2
black-body flux at temperature of use = 3544 W/m^2
thickness drop if all of it crosses = 0.89 K
central compression = 2.83 MPa
buckling stress, supported-band estimate = 44 MPa
```
